# Stepwise Intervalley Phonon Scattering Between Two-Dimensional Subbands

An electron in a narrow semiconductor channel is free to move along the layer but bound across it. An electric field along the channel heats it. When $k_BT$ is far below the energy of the phonons that connect the valleys, there are few of them to absorb, and an electron too slow to emit one rarely changes valley. Once it has enough energy to reach a subband of another valley and also pay for a phonon, a new way of losing energy opens. How abruptly does it open, how large is the new rate, and how does the rate depend on the shapes of the two bound states?

## The model

Let $z$ be the confinement direction and $\mathbf s$ the position in the layer, which has area $A$. The initial envelope function is

$$\phi_i(\mathbf r)=\frac{1}{\sqrt A}\,\zeta_m(z)\,e^{i\mathbf k\cdot\mathbf s},$$

with $\int|\zeta_m|^2dz=1$ and total energy $E$. The final states lie in $g$ equivalent valleys. Their envelopes have the same form, with $\zeta_n$ and $\mathbf k'$, and their energies are

$$E_f=E_n+\frac{\hbar^2k_x'^2}{2m_x}+\frac{\hbar^2k_y'^2}{2m_y}.$$

All energies share one zero, and each $\mathbf k$ is measured from its own valley minimum. The bands are parabolic and the $\zeta$ do not depend on $\mathbf k$.

The valley minima are separated by a wavevector $\mathbf Q$, defined up to a reciprocal lattice vector. A phonon with wavevector near $\mathbf Q$ supplies the difference. The coupling energy is a constant $D$ (energy per length) times the lattice displacement. The cell-periodic parts of the Bloch functions are absorbed in $D$, which is defined together with the crystal density $\rho$. One phonon branch of fixed frequency $\omega$ acts, with thermal occupation

$$N=\frac{1}{e^{\hbar\omega/k_BT}-1}.$$

The coupling conserves spin, final states are taken as empty, and interference between different valleys is neglected. The result to be derived, in lowest order in the coupling, is

$$\Gamma_m(E)=\sum_n\frac{g\,m_dD^2F_{mn}}{2\rho\omega\hbar^2}\Big[N\,\Theta(E+\hbar\omega-E_n)+(N+1)\,\Theta(E-\hbar\omega-E_n)\Big],\tag{1}$$

where $\Theta$ is the unit step, $m_d=\sqrt{m_xm_y}$, and

$$F_{mn}=\int|\zeta_m(z)|^2|\zeta_n(z)|^2\,dz .\tag{2}$$

## First derivation: phonons as plane waves

In a crystal of volume $\Omega=AL$ the displacement is

$$u(\mathbf r)=\sum_{\mathbf p}c\,(a_{\mathbf p}+a^\dagger_{-\mathbf p})e^{i\mathbf p\cdot\mathbf r}.$$

The constant $c$ follows from the energy. A harmonic oscillator holds half its mean energy as potential energy, so each mode must contribute $\tfrac12\hbar\omega(N+\tfrac12)$ to $\tfrac12\rho\omega^2\int\langle u^2\rangle d^3r$. Each mode contributes $c^2(2N+1)$ to $\langle u^2\rangle$. Hence

$$\tfrac12\rho\omega^2\Omega\,c^2(2N+1)=\tfrac14\hbar\omega(2N+1)\quad\Rightarrow\quad c^2=\frac{\hbar}{2\rho\Omega\omega}.$$

Write $\mathbf p=\mathbf Q+\mathbf q$. The factor $e^{i\mathbf Q\cdot\mathbf r}$ cancels the fast phase difference between the valleys, and the envelopes feel

$$D\sum_{\mathbf q}c\,(a_{\mathbf Q+\mathbf q}+a^\dagger_{-\mathbf Q-\mathbf q})e^{i\mathbf q\cdot\mathbf r}.$$

The first term absorbs a phonon and the second emits one. The electron factor is the same for both:

$$\int\phi_f^*e^{i\mathbf q\cdot\mathbf r}\phi_i\,d^3r=\delta_{\mathbf k',\,\mathbf k+\mathbf q_\parallel}\,I_{mn}(q_z),\qquad I_{mn}(q_z)=\int\zeta_n^*\zeta_m e^{iq_zz}dz .$$

The layer is uniform in its plane, so $\mathbf k'$ fixes $\mathbf q_\parallel$. It is not uniform along $z$, so every $q_z$ can take part, with weight $|I_{mn}|^2$.

The squared oscillator matrix element is $N_{\mathbf p}$ for absorption and $N_{\mathbf p}+1$ for emission. It is linear in $N_{\mathbf p}$, so the thermal average replaces $N_{\mathbf p}$ by $N$. Let $\nu$ stand for $N$ or $N+1$, and let $\varepsilon=E+\hbar\omega$ or $E-\hbar\omega$ be the corresponding final electron energy. Phonons of different $q_z$ leave the lattice in different final states, so their probabilities add. Fermi's golden rule for one valley gives

$$\Gamma_{\nu}=\frac{2\pi}{\hbar}\,\frac{\hbar D^2\nu}{2\rho\omega}\sum_n\left[\frac1L\sum_{q_z}|I_{mn}(q_z)|^2\right]\left[\frac1A\sum_{\mathbf k'}\delta(\varepsilon-E_f)\right].\tag{3}$$

The two sums separate because $D$ and $\omega$ do not depend on $\mathbf q$.

For the first bracket, $\frac1L\sum_{q_z}\to\int dq_z/2\pi$. With $h(z)=\zeta_n^*\zeta_m$,

$$\int\frac{dq_z}{2\pi}|I_{mn}|^2=\iint h(z)h^*(z')\left[\int\frac{dq_z}{2\pi}e^{iq_z(z-z')}\right]dz\,dz'=\int|h(z)|^2dz=F_{mn},$$

since the inner bracket is $\delta(z-z')$.

For the second bracket, $\frac1A\sum_{\mathbf k'}\to\int d^2k'/4\pi^2$ for one spin. Set $k'_x=\sqrt{2m_x}\,t_x/\hbar$ and $k'_y=\sqrt{2m_y}\,t_y/\hbar$. The kinetic energy becomes $t^2=t_x^2+t_y^2$, and $d^2k'=(2m_d/\hbar^2)\,d^2t$. In polar coordinates $d^2t=\pi\,d(t^2)$ after the angular integral, so

$$\frac{1}{4\pi^2}\,\frac{2m_d}{\hbar^2}\,\pi\int_0^\infty d(t^2)\,\delta(\varepsilon-E_n-t^2)=\frac{m_d}{2\pi\hbar^2}\,\Theta(\varepsilon-E_n).$$

Insert both brackets in (3). The factors $2\pi$ cancel, as does one $\hbar$ above with one below, leaving

$$\Gamma_\nu=\sum_n\frac{m_dD^2F_{mn}\,\nu}{2\rho\omega\hbar^2}\,\Theta(\varepsilon-E_n).$$

Adding absorption and emission and multiplying by $g$ gives (1).

## Second derivation: independent local oscillators

If the whole branch has one frequency, a displacement placed in one cell stays there, since no group velocity carries it away. The lattice can then be described by independent oscillators, one for each cell $\mathbf R$ of volume $v$ and mass $\rho v$:

$$u_{\mathbf R}(t)=\sqrt{\frac{\hbar}{2\rho v\omega}}\left(b_{\mathbf R}e^{-i\omega t}+b^\dagger_{\mathbf R}e^{i\omega t}\right).$$

The electron sees a fluctuating potential. Between the two valleys its envelope form is $D\,e^{-i\mathbf Q\cdot\mathbf R}u_{\mathbf R}(t)$, and the envelopes hardly change across a cell. To first order, the amplitude for going from $i$ to $f$ in a time $t$ is

$$-\frac{i}{\hbar}\int_0^tdt_1\,e^{i(E_f-E)t_1/\hbar}\sum_{\mathbf R}v\,\phi_f^*(\mathbf R)\phi_i(\mathbf R)\,D\,e^{-i\mathbf Q\cdot\mathbf R}u_{\mathbf R}(t_1),$$

taken between lattice states. Squaring it, summing over final lattice states and averaging over initial ones produces the correlation function

$$\langle u_{\mathbf R'}(t_2)u_{\mathbf R}(t_1)\rangle=\delta_{\mathbf R\mathbf R'}\frac{\hbar}{2\rho v\omega}\left[N e^{-i\omega(t_1-t_2)}+(N+1)e^{i\omega(t_1-t_2)}\right].$$

Here $\langle b^\dagger b\rangle=N$ goes with $e^{-i\omega t_1}$, and $\langle bb^\dagger\rangle=N+1$ with $e^{i\omega t_1}$. Different cells are uncorrelated, so $\mathbf R=\mathbf R'$ and the phases $e^{-i\mathbf Q\cdot\mathbf R}$ cancel. One factor $v$ from $v^2/v$ remains and turns the cell sum into an integral:

$$\sum_{\mathbf R}v\,|\phi_f|^2|\phi_i|^2\to\int|\phi_f|^2|\phi_i|^2d^3r .$$

The time integrals have the form

$$\int_0^t\!\!\int_0^tdt_1dt_2\,e^{ix(t_1-t_2)/\hbar}=\frac{4\hbar^2\sin^2(xt/2\hbar)}{x^2}\;\to\;2\pi\hbar\,t\,\delta(x),$$

where the weight of the peak follows from $\int\sin^2(ax)\,dx/x^2=\pi a$ with $a=t/2\hbar$. The term with $N$ has $x=E_f-E-\hbar\omega$, which is absorption. The term with $N+1$ has $x=E_f-E+\hbar\omega$, which is emission. Dividing by $t$ and summing over final states gives

$$\Gamma=\frac{D^2}{\hbar^2}\,\frac{\hbar}{2\rho\omega}\,2\pi\hbar\int|\phi_i|^2\big[N\mathcal D(\mathbf r,E+\hbar\omega)+(N+1)\mathcal D(\mathbf r,E-\hbar\omega)\big]d^3r,\tag{4}$$

with prefactor $\pi D^2/\rho\omega$ and the local density of final states

$$\mathcal D(\mathbf r,\varepsilon)=\sum_f|\phi_f(\mathbf r)|^2\delta(\varepsilon-E_f).$$

The electron scatters where it is, at a rate set by the final states available there.

For the layer, count states. Those of subband $n$ below $\varepsilon$ fill an ellipse in $\mathbf k'$ space with semi-axes $\sqrt{2m_x(\varepsilon-E_n)}/\hbar$ and $\sqrt{2m_y(\varepsilon-E_n)}/\hbar$. Its area is $2\pi m_d(\varepsilon-E_n)/\hbar^2$. Division by $4\pi^2$ gives the number per layer area, $m_d(\varepsilon-E_n)/2\pi\hbar^2$, whose derivative with respect to $\varepsilon$ is constant. Therefore

$$\mathcal D(z,\varepsilon)=g\sum_n|\zeta_n(z)|^2\frac{m_d}{2\pi\hbar^2}\Theta(\varepsilon-E_n).$$

In (4), $|\phi_i|^2=|\zeta_m|^2/A$. The in-plane integral gives 1, the $z$ integral gives $F_{mn}$, and $(\pi D^2/\rho\omega)(m_d/2\pi\hbar^2)=m_dD^2/2\rho\omega\hbar^2$. This is (1) again.

## What each derivation assumes

To reach (1), both use lowest-order perturbation theory, a thermal lattice, smooth envelopes and parabolic subbands. They differ in what they ask of the phonons and of the layer.

The first derivation needs constant $D$ and $\omega$ over the wavevectors that take part, a small region around $\mathbf Q$. Elsewhere the branch may disperse. It also shows how to proceed when the assumption fails: if $D$ varies with $q_z$, it stays inside the $q_z$ sum, and $F_{mn}$ is replaced by a weighted integral of $|I_{mn}|^2$. If $D$ also depends on $\mathbf q_\parallel=\mathbf k'-\mathbf k$, as when symmetry removes its constant part and leaves a coupling linear in $\mathbf q$, the right side of (3) is in general no longer a single product of two sums, and $D^2$ must be kept inside a joint sum. As written, the derivation uses in-plane momentum.

The second derivation, as written, assumes a flat branch throughout the zone, which is more than (4) requires. Summing the plane-wave factor $|\int\phi_f^*e^{i\mathbf q\cdot\mathbf r}\phi_i\,d^3r|^2$ over all three components of $\mathbf q$ gives $\Omega\int|\phi_f|^2|\phi_i|^2d^3r$, so (4) also follows whenever $D$ and $\omega$ are constant over the wavevectors that take part. Equation (4) needs no in-plane momentum and no subbands. It holds for any smooth confinement, including a layer of uneven thickness, once the initial density $|\phi_i|^2$ and the local density of final states are known. The local picture also explains why $F_{mn}$ contains densities and not amplitudes: events in different cells leave different oscillators changed, so they cannot interfere. The ordinary overlap $\int\zeta_n^*\zeta_mdz$ may vanish while $F_{mn}$ does not.

## Reading the staircase

Let $K=E-E_m$ be the initial kinetic energy. The channel to subband $n$ opens at

$$K_n^{\rm abs}=E_n-E_m-\hbar\omega,\qquad K_n^{\rm em}=E_n-E_m+\hbar\omega,$$

and a negative value means that it is open from the subband bottom. Each opening is a jump because the two-dimensional density of states starts at its full value. From the definition of $N$, the emission jump is larger than the absorption jump of the same channel by the factor $(N+1)/N=e^{\hbar\omega/k_BT}$. As $T\to0$ absorption vanishes, and below the lowest emission threshold this process stops.

The same ratio secures equilibrium. Per unit energy, the flow from $m$ at $E$ by emission is proportional to $g_mm_{d,m}\,g_nm_{d,n}F_{mn}(N+1)e^{-E/k_BT}$. The reverse flow, by absorption from $E-\hbar\omega$, has the same masses, valley numbers and overlap, with $N e^{-(E-\hbar\omega)/k_BT}$. The two are equal.

Within one subband of a nondegenerate gas, the constant density of states gives $K$ the distribution $e^{-K/k_BT}dK/k_BT$. A step of height $S$ at threshold $K_0$ therefore contributes

$$S\int_{\max(0,K_0)}^\infty\frac{e^{-K/k_BT}}{k_BT}\,dK=S\,e^{-\max(0,K_0)/k_BT}\tag{5}$$

to the average rate.

The bulk rate appears when the layer is wide. For an infinite well of width $W$, $\zeta_n=\sqrt{2/W}\sin(n\pi z/W)$ in both valleys, and $2\sin^2x=1-\cos2x$ gives

$$F_{mn}=\frac1{W^2}\int_0^W\Big(1-\cos\frac{2m\pi z}{W}\Big)\Big(1-\cos\frac{2n\pi z}{W}\Big)dz=\frac{1+\frac12\delta_{mn}}{W}.$$

With final confinement mass $m_z$, about $W\sqrt{2m_z\varepsilon}/\pi\hbar$ subbands lie below $\varepsilon$. The sum of $F_{mn}m_d/2\pi\hbar^2$ tends to $m_d\sqrt{2m_z\varepsilon}/2\pi^2\hbar^3$, the bulk density of states per spin and valley. The steps have merged into a square root. For $W=400$ nm, $m_z=0.20\,m_0$, $\varepsilon=100$ meV and an electron starting in subband $m=3$, 92 subbands are open and the sum is 1.0027 times the bulk value.

## A triangular well

Take a hard wall and a confining field of 10 MV/m, with round model masses 0.20 and 0.90 $m_0$. The electron starts in the lowest subband of valleys that are heavy along $z$, at $E_1=37.82$ meV. It scatters to $g=4$ valleys that are light along $z$, with $m_d=\sqrt{0.20\times0.90}\,m_0=0.4243\,m_0$. The phonon has $\hbar\omega=50$ meV, $D=5\times10^{10}$ eV/m and $\rho=2300$ kg/m³. The common prefactor is

$$\frac{g\,m_dD^2}{2\rho\omega\hbar^2}=2.553\times10^4\ \text{m/s}.$$

The lowest final subband lies at 62.44 meV, with $F=0.1539$ nm⁻¹. The product with the prefactor is $3.93\times10^{12}$ s⁻¹. At 300 K, $N=0.1690$, so absorption contributes $0.664\times10^{12}$ s⁻¹ and emission $4.59\times10^{12}$ s⁻¹. The level difference is 24.62 meV. Absorption is thus open from the bottom ($24.62-50<0$), and emission opens at $K=74.62$ meV.

| $n$ | $F$ (nm⁻¹) | $K^{\rm abs}$ (meV) | $K^{\rm em}$ (meV) |
|---|---|---|---|
| 1 | 0.154 | −25.4 | 74.6 |
| 2 | 0.069 | 21.4 | 121.4 |
| 3 | 0.044 | 59.6 | 159.6 |
| 4 | 0.033 | 93.4 | 193.4 |

The steps shrink with $n$ because higher states spread over more of the well. A classical particle bouncing in this well has speed $v_w$ at the wall and acceleration $a$, hence period $2v_w/a$. It passes the wall region twice per period, so its probability density there is $2/(v_w\cdot2v_w/a)=a/v_w^2=e\mathcal F/2E_n$, with $\mathcal F$ the field. The initial density is normalized and lies close to the wall, so for high $n$ the integral (2) should be near this value. For $n=6$, $E_n=241$ meV, this gives 0.021 nm⁻¹, against the computed $F=0.023$ nm⁻¹. The squared ordinary overlap for that channel is 0.005, compared with 0.73 for $n=1$, a fall by a factor of about 150, while $F$ falls by about 7.

At $K=70$ meV three absorption channels are open, and the rate at 300 K is $(0.664+0.296+0.188)\times10^{12}=1.15\times10^{12}$ s⁻¹. At 80 meV the first emission channel has been added, and the rate is $5.74\times10^{12}$ s⁻¹. The lifetime drops from 0.87 ps to 0.17 ps. At 77 K, where $N=5.3\times10^{-4}$, it drops from 276 ps to 0.25 ps. An explicit golden-rule sum over discrete $\mathbf k'$ and $q_z$, with a narrow Gaussian for the delta function, agrees with (1) at five energies on both sides of thresholds to better than one part in $10^5$.

The average over a thermal distribution within the starting subband at 300 K is $1.10\times10^{12}$ s⁻¹. Higher subbands, which are also occupied at this temperature, are not included. By (5), with $k_BT=25.85$ meV, the first emission step contributes $4.59\,e^{-74.62/25.85}\approx0.26$ in units of $10^{12}$ s⁻¹. Most of the average is absorption, although emission dominates for electrons above threshold.

The assumption of constant $D$ and $\omega$ can be judged from the range of $q_z$: for the first six channels, 99% of $F$ comes from $|q_z|$ below 1.5 to 2.3 nm⁻¹. In the plane, a kinetic energy of 100 meV with mass 0.90 $m_0$ corresponds to 1.5 nm⁻¹. Zone dimensions are roughly 10 nm⁻¹, so the region around $\mathbf Q$ is small but not a point, and some variation of $\omega$ across it will blur the thresholds. A slope of 3 meV·nm in $\hbar\omega$ across $\pm1.5$ nm⁻¹, for example, would move the threshold by about $\pm4.5$ meV, as much as the distance of the 70 and 80 meV points from the edge.

The lowest-order rate is also less reliable close to a threshold. Just above the first emission threshold at 300 K, $\hbar\Gamma\approx3.8$ meV, comparable with the distance of the 80 meV point from the edge, so the rate there is an estimate. This energy is the width of the initial state. A state within about this distance of the threshold spans energies on both sides of it, so its decay rate as a function of $K$ rises over several meV even if the final states are sharp. The onset at fixed total energy is blurred separately, by the lifetime of the final state at the bottom of its subband. In this model that state cannot emit ($62.44-50<37.82$), and its width is much smaller. The 276 ps lifetime is especially sensitive to processes left out of the model, because the absorption rate behind it is so small. Other phonons and other final valleys, left out here, add their own contributions. In silicon, for instance, phonons of lower energy and the opposite valley of the same orientation open emission channels below 74.6 meV. The 276 ps therefore belongs to this model with one phonon and one set of final valleys, and is not the lifetime in a real channel. With nonparabolic bands the density of states varies with energy, and the flat treads of the staircase acquire a slope.

The numerical output below lists the first six channels and the rates at both temperatures.

## Table of computed values

```
masses light, heavy: 0.20, 0.90 m_0
final in-plane density-of-states mass: 0.4243 m_0
field: 10.0 MV/m; density: 2300 kg/m^3
phonon energy: 50.0 meV; omega: 7.5963e+13 rad/s
deformation field D: 5.00e+10 eV/m = 8.0109e-09 J/m
valleys: start 2, final 4
N at 300 K: 0.1690; at 77 K: 5.341e-04
emission/absorption step ratio at 300 K: 6.918
start subband energy E_1: 37.82 meV
prefactor g md D^2/(2 rho w hbar^2): 2.5529e+04 m/s
Final subbands: n, E_n (meV), F (1/nm), squared plain overlap
  1    62.44  0.15386  0.72878
  2   109.18  0.06852  0.17090
  3   147.44  0.04355  0.05629
  4   181.26  0.03259  0.02233
  5   212.17  0.02656  0.01004
  6   240.97  0.02274  0.00495
Kinetic thresholds (meV) and steps at 300 K (1e12 1/s):
  n, absorption opens, emission opens, abs. step, em. step
  1   -25.38    74.62  0.6637  4.5916
  2    21.36   121.36  0.2956  2.0449
  3    59.62   159.62  0.1879  1.2996
  4    93.43   193.43  0.1406  0.9724
  5   124.34   224.34  0.1146  0.7926
  6   153.15   253.15  0.0981  0.6785
|q_z| holding 99% of F, n = 1..6 (1/nm): 1.51, 1.80, 1.99, 2.12, 2.22, 2.31
Rates (1e12 1/s): kinetic energy (meV), absorption 300 K,
  emission 300 K, total 300 K, explicit sum 300 K, total 77 K
     10  0.6637  0.0000  0.6637  0.6637  0.00210
     50  0.9594  0.0000  0.9594  0.9594  0.00303
     70  1.1472  0.0000  1.1472  1.1472  0.00363
     80  1.1472  4.5916  5.7388  5.7388  3.93360
    130  1.4024  6.6366  8.0389  8.0389  5.68468
largest relative deviation of explicit sum: 7.3e-06
lifetime at 70 meV, 300 K: 0.8717 ps; 77 K: 275.772 ps
lifetime at 80 meV, 300 K: 0.1743 ps; 77 K: 0.254 ps
thermal average rate at 300 K: 1.0952 1e12 1/s
equilibrium flow ratio out/back, lowest pair: 1.00006
wide well: W = 400 nm, final energy 100 meV, 92 open subbands
wide well: staircase / bulk density of states = 1.0027
```
